# Coulomb and exchange integrals of central-field orbitals as Slater integrals

In the Hartree–Fock treatment of an atom, every pair of electrons contributes a Coulomb energy and, if the spins are parallel, an exchange energy. Each is an integral over six coordinates with the singular kernel $1/r_{12}$. When the orbitals move in a central field, their angular dependence is known in advance and only their radial functions differ from atom to atom. The question is how much of the repulsion is fixed by angular momentum alone, and how many radial numbers remain. Hartree atomic units are used.

## Setting and theorem

Let the spin-orbitals be

$$\varphi_a=\frac{P_a(r)}{r}\,Y_{l_am_a}(\theta,\phi)\,\chi_{\sigma_a},\qquad \int_0^\infty P_a^2\,dr=1,$$

with $P_a$ real and bound. The harmonics are complex, with the Condon–Shortley phase, so that $Y_{lm}^*=(-1)^mY_{l,-m}$. Write

$$\langle ab|cd\rangle=\int\!\!\int \varphi_a^*(1)\varphi_b^*(2)\frac1{r_{12}}\varphi_c(1)\varphi_d(2),$$

including the spin sums. Then $J_{ab}=\langle ab|ab\rangle$ and $K_{ab}=\langle ab|ba\rangle$. Define the Gaunt coefficients

$$c^k(lm,l'm')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{lm}^*\,Y_{k,m-m'}\,Y_{l'm'}\,d\Omega ,$$

understood as zero if $|m-m'|>k$, and the radial integrals

$$R^k(ab,cd)=\int_0^\infty\!\!\int_0^\infty P_a(r_1)P_c(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,P_b(r_2)P_d(r_2)\,dr_1dr_2 .$$

Here $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. The Slater integrals are $F^k(a,b)=R^k(ab,ab)$ and $G^k(a,b)=R^k(ab,ba)$. The coefficients $c^k$ are real: the $\theta$ factors are real, and the $\phi$ factors multiply to 1.

**Theorem.** Under these assumptions

$$J_{ab}=\sum_k c^k(l_am_a,l_am_a)\,c^k(l_bm_b,l_bm_b)\,F^k(a,b),\tag{1}$$

$$K_{ab}=\delta_{\sigma_a\sigma_b}\sum_k\left[c^k(l_am_a,l_bm_b)\right]^2G^k(a,b).\tag{2}$$

In (1), $k$ is even and $0\le k\le 2\min(l_a,l_b)$. In (2), $|l_a-l_b|\le k\le l_a+l_b$ with $l_a+l_b+k$ even, and $k\ge|m_a-m_b|$.

## Lemma 1: the multipole expansion

For $r_1\ne r_2$,

$$\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}\,\frac{4\pi}{2k+1}\sum_{q=-k}^{k}Y_{kq}(1)Y_{kq}^*(2).\tag{3}$$

*Proof.* Let $\gamma$ be the angle between the position vectors and $t=r_</r_><1$. The law of cosines and the generating function of the Legendre polynomials give

$$\frac1{r_{12}}=\frac1{r_>}\left(1-2t\cos\gamma+t^2\right)^{-1/2}=\frac1{r_>}\sum_k t^kP_k(\cos\gamma).$$

Next consider $S=\sum_qY_{kq}(1)Y^*_{kq}(2)$. A common rotation of both directions mixes the $Y_{kq}$ by a unitary matrix, which leaves $S$ unchanged. Rotate direction 2 onto the $z$ axis. There $Y_{kq}$ vanishes for $q\ne0$ and $Y_{k0}=\sqrt{(2k+1)/4\pi}$, while $Y_{k0}(1)=\sqrt{(2k+1)/4\pi}\,P_k(\cos\gamma)$. Hence $S=\frac{2k+1}{4\pi}P_k(\cos\gamma)$, and solving for $P_k$ gives (3). $\square$

## Lemma 2: the selection rules

$c^k(lm,l'm')$ vanishes unless $l+l'+k$ is even, $|l-l'|\le k\le l+l'$, and $k\ge|m-m'|$.

*Proof.* The last condition holds because $Y_{kq}$ exists only for $|q|\le k$.

Parity: under inversion of the direction, $Y_{lm}\to(-1)^lY_{lm}$. The integrand acquires the factor $(-1)^{l+k+l'}$, while the integral over the sphere is unchanged. If the sum is odd, the integral equals its own negative and is zero.

Triangle: let $V$ be the space spanned by the products $Y_{l_1m_1}Y_{l_2m_2}$. Rotations map $V$ into itself, and its members have $L_z$ eigenvalues $M=m_1+m_2$ with $|M|\le l_1+l_2$. Project $V$ onto the harmonics of degree $l_3>l_1+l_2$. The projection commutes with rotations, so its image is a rotation-invariant part of an irreducible space: it is either zero or the whole space. If it were the whole space, it would contain $Y_{l_3l_3}$, which must come from a member of $V$ with $M=l_3$, since projection preserves $M$. There is none, so the image is zero and $\int Y^*_{l_3m_3}Y_{l_1m_1}Y_{l_2m_2}\,d\Omega=0$. Complex conjugation only changes signs of $m$ and an overall sign, so each of $l,k,l'$ can play the part of $l_3$. Therefore $k\le l+l'$, $l\le k+l'$ and $l'\le k+l$, which is the triangle rule. $\square$

## Lemma 3: the closed form

In terms of Wigner $3j$ symbols,

$$c^k(lm,l'm')=(-1)^m\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}\begin{pmatrix}l&k&l'\\-m&m-m'&m'\end{pmatrix}.\tag{4}$$

*Proof.* Set $C_{lm}=\sqrt{4\pi/(2l+1)}\,Y_{lm}$. Let the rotation $R$ carry the $z$ direction $\hat z$ to $\hat n$. Rotating a harmonic means

$$Y_{lm}(R^{-1}\hat u)=\sum_{m'}D^l_{m'm}(R)\,Y_{lm'}(\hat u).$$

Put $\hat u=R\hat z$ and invert with the unitarity of $D^l$:

$$Y_{lm'}(\hat n)=\sum_m D^{l*}_{m'm}(R)\,Y_{lm}(\hat z)=\sqrt{\frac{2l+1}{4\pi}}\,D^{l*}_{m'0}(R).$$

Thus $C_{lm}(\hat n)=D^{l*}_{m0}(R)$, and an average over directions is an average over rotations.

The average of $D^{l_1}\otimes D^{l_2}\otimes D^{l_3}$ over all rotations is the projector onto the rotation-invariant vectors of the triple product. Indeed, it leaves such vectors unchanged, and any averaged vector is invariant. When the triangle rule holds there is one such vector up to a factor, because $l_1\otimes l_2$ contains $l_3$ once and only equal angular momenta couple to zero. Its components, normalized to unit length, are the $3j$ symbols. They can be taken real since the matrices of $L_z$ and $L_\pm$ are real. The projector element between $(m_1m_2m_3)$ and $(000)$ is therefore

$$\frac1{4\pi}\int C_{l_1m_1}C_{l_2m_2}C_{l_3m_3}\,d\Omega=\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}\begin{pmatrix}l_1&l_2&l_3\\0&0&0\end{pmatrix}.$$

The overall sign of the vector drops out because it enters twice. In the definition of $c^k$, replace $Y_{lm}^*$ by $(-1)^mY_{l,-m}$. Converting the two outer harmonics to $C$ gives the factor $\sqrt{(2l+1)(2l'+1)}/4\pi$, and (4) follows. If the triangle rule fails, both sides vanish. $\square$

## Proof of the theorem

Insert (3) into $\langle ab|cd\rangle$ and integrate over angles at fixed $r_1\ne r_2$, where the series converges uniformly in the angles. The excluded set $r_1=r_2$ has no weight in the radial integral. For electron 1 the $\phi$ integral requires $q=m_a-m_c$, and

$$\int Y_a^*Y_{kq}Y_c\,d\Omega=\sqrt{\frac{2k+1}{4\pi}}\,c^k(a,c).$$

For electron 2 the multipole harmonic is conjugated:

$$\int Y_b^*Y_{kq}^*Y_d\,d\Omega=\left[\int Y_d^*Y_{kq}Y_b\,d\Omega\right]^*=\sqrt{\frac{2k+1}{4\pi}}\,c^k(d,b),\qquad q=m_d-m_b .$$

This is why the arguments appear in the order $(d,b)$. The two square roots cancel $4\pi/(2k+1)$. In the radial part, $r^2dr$ cancels the two factors $1/r$ belonging to each electron. The spin sums give two Kronecker deltas, so

$$\langle ab|cd\rangle=\delta_{\sigma_a\sigma_c}\delta_{\sigma_b\sigma_d}\,\delta_{m_a+m_b,\,m_c+m_d}\sum_kc^k(a,c)\,c^k(d,b)\,R^k(ab,cd).\tag{5}$$

For $c=a$, $d=b$ this is (1). Lemma 2 then requires $2l_a+k$ even, $k\le2l_a$ and $k\le2l_b$. For $c=b$, $d=a$ both coefficients are $c^k(a,b)$, which gives the square in (2), with the selection rules of Lemma 2 for $l_a,l_b$. $\square$

## Remarks on limits and meaning

**An s orbital.** If $l_a=0$, only $k=0$ survives in (1). Since $\sqrt{4\pi}\,Y_{00}=1$, normalization gives $c^0(lm,lm)=1$, and $J_{ab}=F^0$. In (2) only $k=l_b$ survives. The definition gives $c^{l_b}(00,l_bm_b)^2=1/(2l_b+1)$, so the like-spin exchange is $K_{ab}=G^{l_b}/(2l_b+1)$ for every $m_b$.

**Separated shells.** Suppose $P_a$ vanishes outside some radius and $P_b$ vanishes inside it. Then $r_<=r_1$ throughout, and

$$F^k(a,b)=\langle r^k\rangle_a\,\langle r^{-k-1}\rangle_b,\qquad G^k(a,b)=0 .$$

The first is the interaction of the inner shell's multipole moments with the outer charge. Exchange vanishes because $P_aP_b=0$ everywhere: it requires a region where both radial functions are nonzero. This is not the same as a nonzero overlap integral $\int P_aP_b\,dr$, which vanishes for orthogonal orbitals of equal $l$ while $G^k$ need not.

**Order of the $F^k$.** The densities $P_a^2$, $P_b^2$ are non-negative and $r_</r_><1$ except at $r_1=r_2$, so $F^0>F^1>F^2>\dots>0$. This argument does not carry over to $G^k$, because $P_aP_b$ may change sign.

**Same orbital.** For $a=b$, (1) and (2) coincide term by term, so $J_{aa}=K_{aa}$ and an electron does not repel itself in Hartree–Fock theory.

**Real orbitals.** Equations (1) and (2) require definite $m$. Take two real orbitals $p_x,p_y$ of one shell. A quarter turn about $x$ shows $J(p_x,p_y)=J(p_x,p_z)$. The $p_z$ density is symmetric about $z$, so only the $\phi$ average of the $p_x$ density matters, and that is the density of $p_{+1}$. Now

$$c^2(10,10)=\frac32\int_{-1}^1x^2\,\frac{3x^2-1}2\,dx=\frac34\left(\frac65-\frac23\right)=\frac25 .$$

The sum over $m$ must vanish, by (6) below, and $m=\pm1$ have equal densities, so $c^2(1\,{\pm1},1\,{\pm1})=-\frac15$. Therefore

$$J(p_x,p_y)=F^0-\tfrac2{25}F^2,\qquad J(p_{+1},p_{-1})=F^0+\tfrac1{25}F^2 .$$

To apply these formulas to other orbitals that mix $m$ or $l$, one expands them in central-field functions about a single centre and uses (5), cross terms included.

## Corollary: filled shells

For a filled subshell,

$$\sum_mc^k(lm,lm)=0\ (k>0),\qquad \sum_{m'}\left[c^k(lm,l'm')\right]^2=(2l'+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2 .\tag{6}$$

*Proof.* The sum $S$ of Lemma 1 at coincident directions gives $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, a constant, and $\int Y_{k0}\,d\Omega=0$ for $k>0$. For the second sum, square (4). What is needed is the sum of the squared $3j$ symbols at fixed $m$. The invariant vector, with its other two indices summed, defines a matrix in the first index that commutes with all rotations. On an irreducible space it is a multiple of the identity. Its trace is 1, so each diagonal element is $1/(2l+1)$, which cancels the factor $2l+1$ from (4). $\square$

Averaged over $m'$, $J$ is therefore $F^0$ and the like-spin $K$ is $\sum_k\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2G^k$. For a closed-shell atom, $E_{ee}=\frac12\sum(J-K)$ over spin-orbitals. Each ordered pair of spatial orbitals has four spin combinations for $J$ and two for $K$, hence contributes $2J-K$. Summing over $m$ and $m'$,

$$E_{ee}=\sum_{A,B}(2l_A+1)(2l_B+1)\left[2F^0(A,B)-\sum_k\begin{pmatrix}l_A&k&l_B\\0&0&0\end{pmatrix}^2G^k(A,B)\right],\tag{7}$$

over ordered pairs of subshells, including $A=B$.

## Example: the 3p and 3d shells of zinc

The free zinc atom is treated by nonrelativistic restricted Hartree–Fock in the def2-TZVP basis. Correlation and relativity are left out and the basis is finite; the digits below serve to compare two evaluations at this level and are not converged with respect to the basis. In the def2-QZVP and cc-pVTZ bases $F^0$ is larger by 3 to $4\times10^{-4}$ hartree (about 0.01 eV in $J$) and $F^2$ by 1 to $1.5\times10^{-4}$, while $G^1$ and $G^3$ move by less than $5\times10^{-5}$. In hartree,

$$F^0=1.151464,\quad F^2=0.540555,\quad G^1=0.668195,\quad G^3=0.404559 .$$

Take $m_p=1$, $m_d=2$. For the direct term, $c^2(11,11)=-\frac15$, and with $|Y_{22}|^2=\frac{15}{32\pi}(1-x^2)^2$,

$$c^2(22,22)=\frac{15}{16}\int_{-1}^1(1-x^2)^2\,\frac{3x^2-1}2\,dx=\frac{15}{16}\left(-\frac{32}{105}\right)=-\frac27 .$$

The product is $\frac2{35}$, so

$$J=1.151464+\tfrac2{35}(0.540555)=1.182353 .$$

For exchange, (4) gives $c^1=-0.632456$ and $c^3=0.110657$, with squares $\frac25$ and $\frac3{245}$:

$$K=\tfrac25(0.668195)+\tfrac3{245}(0.404559)=0.267278+0.004954=0.272232 .$$

These are 32.173 eV and 7.408 eV. Reversing both $m$ values changes nothing, which leaves eight distinct pairs. Here $a_2$ multiplies $F^2$, and $b_1,b_3$ multiply $G^1,G^3$:

| $m_p,m_d$ | $a_2$ | $b_1$ | $b_3$ | $J$ | $K$ |
|---|---|---|---|---|---|
| 0, 0 | 4/35 | 4/15 | 27/245 | 1.2132 | 0.2228 |
| 0, 1 | 2/35 | 1/5 | 24/245 | 1.1824 | 0.1733 |
| 0, 2 | −4/35 | 0 | 3/49 | 1.0897 | 0.0248 |
| 1, 2 | 2/35 | 2/5 | 3/245 | 1.1824 | 0.2722 |
| 1, 1 | −1/35 | 1/5 | 9/245 | 1.1360 | 0.1485 |
| 1, 0 | −2/35 | 1/15 | 18/245 | 1.1206 | 0.0743 |
| 1, −1 | −1/35 | 0 | 6/49 | 1.1360 | 0.0495 |
| 1, −2 | 2/35 | 0 | 9/49 | 1.1824 | 0.0743 |

The Coulomb energies differ by at most 0.124 hartree, about 11% of $F^0$, whereas the exchange energies span a factor of 11. In the direct term the large monopole part is common to all pairs. Exchange between p and d has no monopole part, and its $k=1$ term is forbidden when $|m_p-m_d|>1$. The lowest $J$ belongs to the pair $(0,2)$: the $p_0$ density is elongated along $z$ and the $d_2$ density flattened, so their quadrupole coefficients have opposite signs. The pairs $(1,0)$ and $(1,\pm1)$ also have opposite signs, but smaller products. The p coefficients are $\frac25$ for $m=0$ and $-\frac15$ for $m=\pm1$. The d coefficients, obtained by dividing $a_2$ in the $m_p=0$ rows by $\frac25$, are $\frac27,\frac17,-\frac27$ for $|m|=0,1,2$. The most negative product is therefore $\frac25\cdot\left(-\frac27\right)=-\frac4{35}$.

The averages can be read from the rows with $m_p=0$, counting $m_d=\pm1,\pm2$ twice:

$$\frac15\left(\frac4{15}+\frac25\right)=\frac2{15},\qquad \frac15\cdot\frac{27+48+30}{245}=\frac3{35}.$$

The mean exchange is $\frac2{15}G^1+\frac3{35}G^3=0.123769$ hartree, and the mean Coulomb energy is $F^0$, as the corollary requires.

An independent evaluation uses analytic repulsion integrals between Gaussian functions, without a multipole expansion. Over the eight 3p and 3d spatial orbitals there are 4096 integrals, of which 326 are nonzero. Equation (5) reproduces the whole set, zeros included, with a largest absolute deviation of $2\times10^{-12}$ hartree. For all 30 electrons, (7) and the Gaussian integrals both give $E_{ee}=706.1680$ hartree, and on the same orbitals they agree to six decimals. Digits beyond the fourth decimal depend on how tightly the self-consistent field is converged, because $E_{ee}$, unlike the total energy, is not stationary with respect to the orbitals. The value itself belongs to this basis: def2-QZVP and cc-pVTZ give 706.24 and 706.26 hartree, higher by 0.07 to 0.09 hartree, while the total energy falls by about 0.04 hartree.

The real-orbital remark is visible within the 3p shell, where $F^0=1.256639$ and $F^2=0.628599$ hartree. The formulas give $J(p_x,p_y)=1.206351$ and $J(p_{+1},p_{-1})=1.281783$ hartree, in agreement with the direct integrals in the numerical output. The difference, $\frac3{25}F^2=0.0754$ hartree, is the error made if the coefficients for $m=\pm1$ are applied to $p_x$ and $p_y$.

## Computed values

```
Zn atom, RHF/def2-TZVP, nonrelativistic; energies in hartree
total energy: -1777.807066
orbital energies 3p, 3d: -3.840975, -0.782701
F0(3p,3d) = 1.151464
F2(3p,3d) = 0.540555
G1(3p,3d) = 0.668195
G3(3p,3d) = 0.404559
coefficients: a2 of F2 in J; b1 of G1 and b3 of G3 in K
m_p m_d | a2 b1 b3 | J K from Slater | J K from Gaussian integrals
 0  0 | 4/35 4/15 27/245 | 1.213242 0.222769 | 1.213242 0.222769
 0  1 | 2/35 1/5 24/245 | 1.182353 0.173269 | 1.182353 0.173269
 0  2 | -4/35 0 3/49 | 1.089686 0.024769 | 1.089686 0.024769
 1  2 | 2/35 2/5 3/245 | 1.182353 0.272232 | 1.182353 0.272232
   c2(pp), c2(dd): -0.200000, -0.285714
   c1(pd), c3(pd): -0.632456, 0.110657
   K terms k=1, k=3: 0.267278, 0.004954
   J, K in eV: 32.173, 7.408
 1  1 | -1/35 1/5 9/245 | 1.136020 0.148500 | 1.136020 0.148500
 1  0 | -2/35 1/15 18/245 | 1.120575 0.074269 | 1.120575 0.074269
 1 -1 | -1/35 0 6/49 | 1.136020 0.049538 | 1.136020 0.049538
 1 -2 | 2/35 0 9/49 | 1.182353 0.074307 | 1.182353 0.074307
squared 3j(1 k 2;000), k=1, 3: 2/15, 3/35
mean K over m_p, m_d: formula 0.123769, direct 0.123769
mean J over m_p, m_d, direct: 1.151464
3p,3d integrals compared: 4096, nonzero: 326
largest deviation among them: 2.0e-12
largest deviation of c^k, 3j form from quadrature: 6.6e-15
electron repulsion energy, Slater integrals: 706.168049
electron repulsion energy, Gaussian integrals: 706.168049
F0(3p,3p), F2(3p,3p): 1.256639, 0.628599
J(3p_x,3p_y), direct: 1.206351
J(3p_+1,3p_-1), direct: 1.281783
```
